# Separating gate and parasitic capacitance with two gate lengths

## Problem

Two transistors on one wafer have the same gate stack, a high-permittivity insulator under a metal gate. Both gates are $W=10$ µm wide. One is $L_1=1.0$ µm long and the other $L_2=0.5$ µm. With source and drain tied together and the channel in strong inversion, a capacitance meter reads $C_1=230$ fF for the long gate and $C_2=130$ fF for the short one. Both readings are taken at the same gate bias and frequency, through identical wiring.

(a) Find the intrinsic capacitance per area $c$, in µF/cm², and the part $C_p$ of the reading that does not depend on gate length.

(b) What would one obtain by dividing each reading by its own gate area?

(c) Each reading has an independent random error of standard deviation $s=1$ fF. How uncertain are $c$ and $C_p$?

(d) What thickness of silicon dioxide, of relative permittivity 3.9, would give the same $c$?

(e) Estimate how far fringing fields, channel resistance and leakage disturb the value of $c$. What part does the silicon itself play, and are the fields in the insulator tolerable?

## Hints

1. Write each reading as a term proportional to gate area plus a constant. Which combination of the two readings is free of the constant?
2. For the unit conversion, count how many square micrometres make one square centimetre.
3. For (c), write the errors of $c$ and $C_p$ as linear combinations of the two reading errors. Variances of independent errors add after each coefficient has been squared.
4. For fringing, ask what changes when the gate is lengthened. A contribution that stays the same cancels in the difference of readings.
5. For channel resistance, treat the channel as a resistive line fed from both ends, with a capacitance and a leakage conductance to the gate at every point.

## Solution

### (a) The two unknowns

Away from its edges the gate stores the same charge per area everywhere, so this part of the capacitance is $cWL$. The overlap of gate with source and drain, the fields at the gate ends, and the wiring add a part that is taken to be equal for both gates:

$$C(L)=cWL+C_p .$$

This assumes that $c$ is the same for both lengths, which is why the bias must be the same and both channels must be well inverted. It also assumes that the drawn length is the electrical length; the first variation relaxes this.

The readings are $C_1=cWL_1+C_p$ and $C_2=cWL_2+C_p$. Subtracting the second from the first removes $C_p$:

$$C_1-C_2=cW(L_1-L_2),\qquad c=\frac{C_1-C_2}{W(L_1-L_2)} .$$

The difference of readings is $230-130=100$ fF, and the difference of areas is $10\times0.5=5$ µm². Hence $c=100/5=20$ fF/µm².

One centimetre is $10^4$ µm, so 1 cm² is $10^8$ µm². Therefore 1 µF/cm² is $10^{-6}\,\text{F}/(10^8\,\text{µm}^2)=10^{-14}$ F/µm², or 10 fF/µm². The result is

$$c=2\ \text{µF/cm}^2 .$$

For the constant part, insert $c$ into $C_p=C_1-cWL_1$:

$$C_p=C_1-\frac{L_1(C_1-C_2)}{L_1-L_2}
=\frac{C_1(L_1-L_2)-L_1C_1+L_1C_2}{L_1-L_2}
=\frac{L_1C_2-L_2C_1}{L_1-L_2}.$$

The terms $L_1C_1$ have cancelled. With lengths in micrometres,

$$C_p=\frac{1.0\times130-0.5\times230}{0.5}=\frac{15}{0.5}=30\ \text{fF}.$$

The long gate thus holds 200 fF of intrinsic capacitance and the short one 100 fF; adding 30 fF to each returns the two readings. On a plot of $C$ against $L$, the slope is $cW$ and the intercept at zero length is $C_p$.

### (b) One gate alone

Dividing a single reading by its area gives

$$\frac{C}{WL}=c+\frac{C_p}{WL}.$$

The long gate would give 2.3 µF/cm² and the short gate 2.6 µF/cm². Relative to the extracted $c$, these are too high by 15 % and 30 %. The excess varies as $1/L$, so it vanishes for a very long gate and doubles when the length is halved. At $L=C_p/(cW)=30/(20\times10)=0.15$ µm the parasitic part would equal the intrinsic part.

### (c) Reading errors

Let the readings be wrong by $\delta_1$ and $\delta_2$. Both formulas are linear in the readings, so

$$\delta c=\frac{\delta_1-\delta_2}{W(L_1-L_2)},\qquad
\delta C_p=\frac{L_1\delta_2-L_2\delta_1}{L_1-L_2}.$$

For independent errors of variance $s^2$, the mean of $\delta_1\delta_2$ is zero. Squaring and averaging gives the standard deviations

$$s_c=\frac{\sqrt2\,s}{W(L_1-L_2)},\qquad
s_p=\frac{s\sqrt{L_1^2+L_2^2}}{L_1-L_2}.$$

For $s=1$ fF, $s_c=\sqrt2/5=0.28$ fF/µm², which is 1.4 % of $c$. The parasitic part has $s_p=\sqrt{1.25}/0.5=2.2$ fF, or about 7 % of $C_p$. This error exceeds that of a single reading because the line is extended beyond the shorter gate to zero length. The relative error is larger than that of $c$ mainly because $C_p$ is small here: 30 fF, against a difference of readings of 100 fF.

The two errors are also correlated. Their mean product is

$$\langle\delta c\,\delta C_p\rangle=-\frac{(L_1+L_2)s^2}{W(L_1-L_2)^2},$$

since $\delta_1^2$ enters with coefficient $-L_2$ and $\delta_2^2$ with $-L_1$. A slope that comes out too high therefore tends to go with an intercept that is too low. Both errors grow without limit as $L_1$ approaches $L_2$.

An error common to both readings behaves differently. If $\delta_1=\delta_2=\delta$, then $\delta c=0$ and $\delta C_p=\delta$: an uncorrected meter offset passes wholly into the parasitic part.

### (d) Equivalent oxide thickness

In atomic units a sheet of charge density $\sigma$ on a capacitor plate produces a field $4\pi\sigma/\kappa$ in an insulator of relative permittivity $\kappa$. Across a thickness $t$ the voltage is $4\pi\sigma t/\kappa$, so

$$c=\frac{\kappa}{4\pi t},\qquad t=\frac{\kappa}{4\pi c}.$$

The atomic unit of capacitance per area is $4\pi\varepsilon_0/a_0$, with $a_0$ the Bohr radius. In this unit $c=0.00951$. Then $t=3.9/(4\pi\times0.00951)=32.6$ bohr, which is 1.73 nm.

This is an electrical thickness, not the thickness of the film. It contains every layer across which the gate voltage drops, including the part of the silicon in which the channel charge resides. As a rough example, let the stack have 0.5 nm of silicon dioxide next to the silicon, and let the silicon count as another 0.4 nm of oxide. The remaining 0.827 nm belongs to the high-permittivity film. For hafnium dioxide with $\kappa=20$, its physical thickness is $0.827\times20/3.9=4.2$ nm. A thicker film can thus provide the same capacitance, because a given charge produces a smaller field in it.

### (e) What the straight line leaves out

**Fringe at the gate ends.** Field lines leave the upper face of the gate and bend round its ends. To see whether this part is independent of length, replace the gate by a thin strip at height $t$ above a conducting plane, in a uniform medium with the permittivity of silicon dioxide. The strip is at potential $V$ and the plane at zero. Source and drain contacts, which would catch some of these field lines in a transistor, are left out.

Seen from heights much greater than $t$, strip and plane form one flat boundary, with potential $V$ for $0<x<L$ and zero elsewhere. The potential above such a boundary is $V/\pi$ times the angle that the strip subtends at the point of observation. This function obeys Laplace's equation and has the required boundary values. At a small height $y$ above the strip the angle is $\pi-y/x-y/(L-x)$. The upward field just above the strip is minus the derivative of the potential with respect to $y$:

$$E=\frac{V}{\pi}\left(\frac1x+\frac1{L-x}\right).$$

The charge density on the upper face is $\varepsilon E$, where $\varepsilon=\kappa/(4\pi)$ in atomic units. The expression is accurate only at distances from each end much greater than $t$. Choose a fixed distance $a$ with $t\ll a\ll L$ and integrate between the two end regions:

$$\frac{\varepsilon}{\pi}\int_a^{L-a}\left(\frac1x+\frac1{L-x}\right)dx
=\frac{2\varepsilon}{\pi}\ln\frac{L-a}{a}\simeq\frac{2\varepsilon}{\pi}\ln\frac La .$$

This is capacitance per unit gate width. The end regions themselves are the same for both gates to leading order in $a/L$. On the lower face, departures from the uniform density decay exponentially with distance from the end. Thus the difference between the two gates contains an extra capacitance

$$\Delta C=\frac{2\varepsilon W}{\pi}\ln\frac{L_1}{L_2}.$$

The fringe is therefore not strictly independent of length; it grows logarithmically. Since $\varepsilon/c=t$, the relative error of the extracted density is

$$\frac{\Delta C}{cW(L_1-L_2)}=\frac{2t}{\pi(L_1-L_2)}\ln\frac{L_1}{L_2},$$

which is about 0.15 % here. The full fringe, including the end regions, follows from a numerical solution of the integral equation for the charge on the strip. It is 1.87 fF for the long gate and 1.72 fF for the short one. The difference of 0.15 fF, set against 100 fF, gives the same 0.15 %.

**Fringe along the sides.** The two edges parallel to the channel have a fringe roughly proportional to $L$. If its capacitance per length is $p$, the reading becomes $(cW+p)L+C_p$, and the method returns $c+p/W$. No set of gate lengths at one width can separate these terms; gates of different widths are needed. The same numerical method, applied to a strip 10 µm across, gives $p/W$ equal to 0.12 % of $c$. This treats the gate as endless along the channel. The real gate is much shorter than it is wide, so 0.12 % indicates only the rough size of the effect. The model also assumes that the conducting plane continues at the same depth beyond the channel, whereas a transistor has isolation there.

**Channel resistance and leakage.** Channel charge must arrive from source and drain. Let $R$ be the sheet resistance of the channel, $g$ the leakage conductance per area and $\omega$ the angular frequency. The local admittance per area between gate and channel is $y=g+i\omega c$. If the gate has alternating voltage $V$ and the channel $v(x)$, the current $I$ along the channel obeys

$$\frac{dv}{dx}=-\frac{R}{W}I,\qquad \frac{dI}{dx}=Wy(V-v).$$

With $f=V-v$, differentiating the first equation and inserting the second gives $f''=Ryf$. The ends $x=\pm L/2$ are grounded, so $f=V$ there and

$$f=V\frac{\cosh kx}{\cosh(kL/2)},\qquad k^2=Ry.$$

Integrating $Wyf$ over the length and dividing by $V$ gives the total admittance

$$Y=WLy\,\frac{\tanh u}{u},\qquad u=\frac{kL}{2}.$$

For small $u$, $\tanh u/u\simeq1-u^2/3=1-RyL^2/12$. The meter is taken to report $\operatorname{Im}Y/\omega$. Because $\operatorname{Im}y=\omega c$ and $\operatorname{Im}y^2=2g\omega c$,

$$\frac{\operatorname{Im}Y}{\omega}\simeq cWL\left(1-\frac{RgL^2}{6}\right).$$

Without leakage the first correction vanishes, and resistance enters at the next order, through $(\omega cRL^2)^2$.

Take a gate voltage 0.7 V above threshold. With constant $c$, the channel charge is $Q=2\times0.7=1.4$ µC/cm². A rough mobility of $\mu=200$ cm²/Vs gives $R=1/(\mu Q)=3571$ ohm per square, or about 3.6 kΩ. For a rough leakage slope $g=1$ A/cm² per volt, the long gate loses $RgL_1^2/6$, about 0.0006 % of its intrinsic capacitance. Because the loss of capacitance varies as $L^3$, the slope is lowered by the fraction

$$\frac{Rg}{6}\,\frac{L_1^3-L_2^3}{L_1-L_2}
=\frac{Rg}{6}(L_1^2+L_1L_2+L_2^2),$$

or 0.001 %. Both fractions are negligible for these inputs. If the ratio $L_1/L_2$ is kept fixed, they grow as the square of the gate lengths for gates up to about 10 µm long. Beyond that the next-order loss, about $(\omega cRL^2)^2/120$, begins to matter; for these inputs at 1 MHz it roughly equals the leakage term near $L=60$ µm.

Leakage can still hinder the meter. At 1 MHz the ratio of leakage current to capacitive current is $g/(\omega c)=0.08$. It is proportional to $g$, so a stack leaking ten times more would bring it to 0.8. The meter must then separate two currents of similar size, and a small phase error becomes a capacitance error. A higher frequency reduces the ratio, as long as series resistance remains harmless.

**The silicon channel.** Adding electrons to the channel raises their Fermi level, which takes some of the gate voltage. Consider one subband with two equivalent valleys and in-plane mass $m=0.19$ electron masses, a rough value for the lowest subband at a (100) silicon surface. In atomic units its density of states, with spin, is $D=2m/\pi$. Let $\eta$ be the Fermi level above the subband edge divided by $kT$. Integrating the Fermi function over energy gives

$$n=DkT\ln(1+e^\eta).$$

The capacitance per area is the derivative of $n$ with respect to the Fermi level:

$$c_s=\frac{1}{kT}\frac{dn}{d\eta}=\frac{D}{1+e^{-\eta}}
=D\left(1-e^{-n/(DkT)}\right).$$

The last form follows from $1+e^\eta=e^{n/(DkT)}$. A dense or cold electron gas gives $c_s=D$; a dilute one gives $c_s=n/(kT)$. At 300 K and the charge found above, $c_s=22$ µF/cm². In series, voltages add for equal charge, so this subband takes the fraction $c/c_s=9\,\%$ of a small change in gate voltage. It counts as 0.15 nm of silicon dioxide. This is no error in the extraction: the measured $c$ already contains it. It would be an error to attribute the whole 1.73 nm to the insulator. At room temperature some of the electrons occupy further subbands, in a proportion that depends on the doping, so this one-subband figure is only a rough estimate. The channel charge also lies some distance below the silicon surface, which takes further voltage and is not included in the 0.15 nm; the 0.4 nm assumed in (d) stands for both contributions.

**Fields.** The channel charge produces the same displacement in each layer if depletion charge and trapped charge are neglected. In silicon dioxide the field is $0.7\,\text{V}/1.727\,\text{nm}=4.1$ MV/cm. In hafnium dioxide it is smaller by $3.9/20$, or 0.79 MV/cm. Rough breakdown fields are 10 and 4 MV/cm, so both layers stay below them. Depletion charge raises both fields: 1 µC/cm² of it, possible in a heavily doped channel, would bring them to about 7 and 1.4 MV/cm. This comparison does not predict lifetime under prolonged stress.

**Beside real gate stacks.** A density of 2 µF/cm² and an electrical thickness near 1.7 nm are in the usual range for hafnium-based stacks on silicon. The parasitic part is large: 30 fF over 10 µm of width is 3 fF/µm, whereas overlap and fringe of a transistor are roughly 1 fF/µm or less. Wiring or contact pads probably supply much of it, though the two readings cannot show this. Leakage varies by orders of magnitude with thickness and bias, so its value here is only an example. Two assumptions deserve a check in a real device: that the wiring is equal, and that the drawn and electrical length differences agree. A wiring difference of 2 fF would change $c$ by 2 %. If the true length difference were 10 nm greater than drawn, $c$ would be 2 % lower, far more than the fringe or channel corrections above.

## Variation 1: both gates are shorter than drawn

*Both electrical lengths are $d=20$ nm less than the drawn lengths. What changes?*

Let $C_p'$ be the true parasitic capacitance. Then

$$C(L)=cW(L-d)+C_p'=cWL+(C_p'-cWd).$$

The slope is unchanged, so $c$ remains 2 µF/cm². The intercept of 30 fF is now $C_p'-cWd$. The correction is $cWd=20\times10\times0.02=4$ fF, and $C_p'=34$ fF. The two readings cannot reveal $d$: any value of it can be absorbed in the intercept. It must come from another measurement, such as an image of the gate.

## Variation 2: a third gate

*A third gate of the same width is 0.25 µm long. What should it read, and what would the reading teach?*

The straight line gives $20\times10\times0.25+30=80$ fF. Two readings determine two unknowns and leave nothing over to test the line; the third reading does.

To judge a deviation, write the prediction in terms of the readings. The third length lies half a length difference below $L_2$, so

$$C_3=C_2-\tfrac12(C_1-C_2)=\tfrac32C_2-\tfrac12C_1 .$$

Its variance is $(\tfrac94+\tfrac14)s^2=\tfrac52s^2$. The new reading adds its own $s^2$, so measured minus predicted capacitance has standard deviation $\sqrt{7/2}\,s$, a little under 2 fF for $s=1$ fF. A deviation of 1 fF would therefore say little, while one of 10 fF would point to unequal wiring, a length error particular to one gate, or a $c$ that changes with length. Agreement would support the straight line, but would still not reveal a common length offset or a parasitic part proportional to length.

Numbers in the example were calculated in double precision.
